\section*{Surface-plasmon wavenumber at a metal-dielectric plane, with a lithographic example}

Suppose a silver mask is to print fine fringes in resist by the interference of two surface waves. The mask grating must supply the in-plane wavenumber of those waves. If that wavenumber is taken from ordinary light in the resist, the grating period is wrong and the surface wave is missed. A second error is worse: at some wavelengths the plane between a thick metal and the resist supports no usable surface wave, and no grating period can launch one there. Both questions are settled by matching the fields at the plane where metal and resist meet.

Let the dielectric, with real relative permittivity $\epsilon_d>0$, fill $z>0$, and let the metal, with $\epsilon_m=\epsilon'+i\epsilon''$, fill $z<0$. Both media are isotropic, nonmagnetic and local, meaning that the polarization at a point depends on the field at that point. Fields vary as $e^{-i\omega t}$, so a passive metal has $\epsilon''\ge0$. Write $k_0=\omega/c$. Away from sources, Maxwell's curl equations are
\begin{equation}
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=-i\omega\epsilon_0\epsilon\,\mathbf E .
\end{equation}
A TM wave has its magnetic field along $y$, with $H_y=h(z)e^{i\beta x}$. The curl of this field is $(-\partial_zH_y,0,\partial_xH_y)$, so the second equation gives
\begin{equation}
E_x=-\frac{i}{\omega\epsilon_0\epsilon}\,\partial_zH_y,\qquad
E_z=-\frac{\beta}{\omega\epsilon_0\epsilon}\,H_y .
\label{eq:E}
\end{equation}
The $y$ component of the first equation is $\partial_zE_x-\partial_xE_z=i\omega\mu_0H_y$. Inserting (\ref{eq:E}), multiplying by $i\omega\epsilon_0\epsilon$ and using $\omega^2\mu_0\epsilon_0=k_0^2$ gives, inside each medium,
\begin{equation}
h''=(\beta^2-\epsilon k_0^2)\,h .
\end{equation}
A wave held at the plane must decay on both sides. Hence
\begin{equation}
h=Ae^{-k_dz}\ (z>0),\quad h=Be^{k_mz}\ (z<0),\quad
k_j^2=\beta^2-\epsilon_jk_0^2,\quad \mathrm{Re}\,k_j>0 .
\end{equation}

There is no surface current, so $H_y$ is continuous and $A=B$. The tangential field $E_x$ is continuous too. By (\ref{eq:E}) it is proportional to $h'/\epsilon$, which equals $-k_dA/\epsilon_d$ just above the plane and $k_mA/\epsilon_m$ just below. Therefore
\begin{equation}
\frac{k_d}{\epsilon_d}+\frac{k_m}{\epsilon_m}=0 .
\label{eq:match}
\end{equation}
The remaining condition, continuity of $\epsilon E_z$, holds already, because $\epsilon E_z=-\beta H_y/(\omega\epsilon_0)$ contains no property of the medium except through $H_y$.

Moving one term of (\ref{eq:match}) to the right and squaring gives
\begin{equation}
\frac{\beta^2-\epsilon_dk_0^2}{\epsilon_d^2}=\frac{\beta^2-\epsilon_mk_0^2}{\epsilon_m^2}.
\label{eq:squared}
\end{equation}
Multiply by $\epsilon_d^2\epsilon_m^2$ and collect the terms in $\beta^2$:
\begin{equation}
\beta^2(\epsilon_m^2-\epsilon_d^2)=k_0^2\epsilon_m\epsilon_d(\epsilon_m-\epsilon_d).
\end{equation}
If $\epsilon_m=\epsilon_d$ there is no interface. If $\epsilon_m=-\epsilon_d$ the left side vanishes and the right side does not, so there is no solution. Otherwise division by $\epsilon_m^2-\epsilon_d^2=(\epsilon_m-\epsilon_d)(\epsilon_m+\epsilon_d)$ leaves
\begin{equation}
\beta=k_0\sqrt{\frac{\epsilon_m\epsilon_d}{\epsilon_m+\epsilon_d}} .
\label{eq:spp}
\end{equation}

Squaring discards a sign, so (\ref{eq:spp}) is necessary for a bound wave but not sufficient. Substituting it into $k_j^2$ gives
\begin{equation}
k_d^2=-\frac{k_0^2\epsilon_d^2}{\epsilon_m+\epsilon_d},\qquad
k_m^2=-\frac{k_0^2\epsilon_m^2}{\epsilon_m+\epsilon_d}.
\end{equation}
With $s=\sqrt{-(\epsilon_m+\epsilon_d)}$, the pair of roots that satisfies the unsquared condition (\ref{eq:match}) is
\begin{equation}
k_d=\frac{k_0\epsilon_d}{s},\qquad k_m=-\frac{k_0\epsilon_m}{s}.
\label{eq:k}
\end{equation}
The other sign of $s$ reverses both. Take first a lossless metal. If $\epsilon_m<-\epsilon_d$, then $s$ is real and, taken positive, makes both rates positive: the wave is bound. If $-\epsilon_d<\epsilon_m<0$, then $s$ is imaginary, $k_d$ is imaginary, and there is no decay into the dielectric; (\ref{eq:spp}) returns an imaginary $\beta$. A negative permittivity is thus not enough. At a single plane between two thick media, it must exceed that of the dielectric in magnitude. A thin film, whose two faces share their fields, can bind a wave outside this rule.

If $\epsilon_m>0$, the formula gives a real $\beta$ that belongs to a different problem. Let light fall from the dielectric, with $h=e^{-iq_dz}+re^{iq_dz}$ above and $h=te^{-iq_mz}$ below, where $q_j^2=\epsilon_jk_0^2-\beta^2$. Continuity of $h$ and $h'/\epsilon$ requires $1+r=t$ and $q_d(1-r)/\epsilon_d=q_mt/\epsilon_m$, so
\begin{equation}
r=\frac{q_d/\epsilon_d-q_m/\epsilon_m}{q_d/\epsilon_d+q_m/\epsilon_m}.
\end{equation}
Zero reflection means $q_d/\epsilon_d=q_m/\epsilon_m$. Since $q_j^2=-k_j^2$, the square of this is again (\ref{eq:squared}). The wave is then the one at the Brewster angle and is not bound. For $\epsilon_d=2.9$ and $\epsilon_m=+6$, a numerical search for the least reflectance finds $55.19^\circ$, where the in-plane wavenumber agrees with (\ref{eq:spp}).

Now let $\epsilon''>0$. Write $s=a-ib$ with $a,b>0$, and $R=|\epsilon_m+\epsilon_d|$. From $s^2=-(\epsilon'+\epsilon_d)-i\epsilon''$ one reads $b^2-a^2=\epsilon'+\epsilon_d$ and $2ab=\epsilon''$, while $a^2+b^2=R$. Adding the first and last gives $2b^2=R+\epsilon'+\epsilon_d$, so
\begin{equation}
\frac ba=\frac{2b^2}{2ab}=\frac{R+\epsilon'+\epsilon_d}{\epsilon''}>\frac{\epsilon'}{\epsilon''}.
\end{equation}
Multiplying numerator and denominator of (\ref{eq:k}) by $s^*=a+ib$ gives
\begin{equation}
\mathrm{Re}\,k_d=\frac{k_0\epsilon_da}{R}>0,\qquad
\mathrm{Re}\,k_m=\frac{k_0(\epsilon''b-\epsilon'a)}{R}>0 .
\end{equation}
With any loss, then, a solution decaying on both sides exists for every $\epsilon'$. This does not make it useful, because it may die out along the plane before it has travelled one wavelength. Its damping follows from writing $\epsilon_m/(\epsilon_m+\epsilon_d)=1-\epsilon_d/(\epsilon_m+\epsilon_d)$, which gives
\begin{equation}
\mathrm{Im}\,\beta^2=\frac{k_0^2\epsilon_d^2\epsilon''}{R^2}>0 .
\label{eq:imb}
\end{equation}
The root with positive real part therefore has a positive imaginary part and decays as it advances.

For TE polarization $E_y$ is continuous, and so is $H_x$, which is proportional to $\partial_zE_y$ in nonmagnetic media. The condition becomes $k_d+k_m=0$, which two positive real parts cannot satisfy. The bound wave is TM.

When $\epsilon'<-\epsilon_d$ and $\epsilon''\ll|\epsilon'+\epsilon_d|$, the damping takes a simple form. Let $G=\epsilon'\epsilon_d/(\epsilon'+\epsilon_d)$, so that $\mathrm{Re}\,\beta\approx k_0\sqrt G$. Since $\mathrm{Im}\,\beta^2=2\,\mathrm{Re}\,\beta\,\mathrm{Im}\,\beta$, and since $\epsilon_d^2/(\epsilon'+\epsilon_d)^2=G^2/\epsilon'^2$, equation (\ref{eq:imb}) gives to first order in $\epsilon''$
\begin{equation}
\mathrm{Im}\,\beta\approx\frac{k_0\epsilon''}{2\epsilon'^2}
\left(\frac{\epsilon'\epsilon_d}{\epsilon'+\epsilon_d}\right)^{3/2},\qquad
L=\frac1{2\,\mathrm{Im}\,\beta}.
\label{eq:loss}
\end{equation}
Here $L$ is the distance over which the guided power falls by a factor $e$; the 2 appears because power is quadratic in the fields.

Two limits show what is traded. For $|\epsilon'|\gg\epsilon_d$ and weak loss, $\beta^2\approx k_0^2\epsilon_d(1+\epsilon_d/|\epsilon'|)$: the wave is hardly shorter than light in the dielectric and reaches far into it, since $k_d\approx k_0\epsilon_d/\sqrt{|\epsilon'|}$ is small. As $\epsilon'$ approaches $-\epsilon_d$ from below, with $|\epsilon'+\epsilon_d|$ still much larger than $\epsilon''$, the wavelength shrinks, but the damping in (\ref{eq:loss}) rises faster than $\mathrm{Re}\,\beta$. The power flow shows why. Its density along $x$ is $-\frac12\mathrm{Re}(E_zH_y^*)=\mathrm{Re}(\beta/\epsilon)|H_y|^2/(2\omega\epsilon_0)$, which is negative in the metal. Integrating $|H_y|^2$ over each side gives a factor $1/(2k_j)$, so for weak loss
\begin{equation}
\frac{P_m}{P_d}=\frac{\epsilon_dk_d}{\epsilon_mk_m}=-\left(\frac{\epsilon_d}{\epsilon'}\right)^2 ,
\end{equation}
by (\ref{eq:match}). Near $\epsilon'=-\epsilon_d$ the two flows nearly cancel, and little net power is left to feed the absorption. At $\epsilon'=-\epsilon_d$ itself, loss keeps the result finite: $\beta^2=k_0^2\epsilon_d(1+i\epsilon_d/\epsilon'')$.

For patterning, let two equal plasmons run in opposite directions, so that $H_y\propto\cos(\beta x)e^{-k_dz}$ in the resist. Then $E_x\propto k_d\cos\beta x$ and $E_z\propto-\beta\sin\beta x$ with a common factor. Neglecting loss,
\begin{equation}
|\mathbf E|^2\propto\tfrac12(\beta^2+k_d^2)-\tfrac12(\beta^2-k_d^2)\cos2\beta x .
\end{equation}
The fringe period is $\pi/\beta$, half the plasmon wavelength. The two field components form opposite fringes and partly fill each other's minima. Since $\beta^2/k_d^2=|\epsilon'|/\epsilon_d$, the contrast is
\begin{equation}
V=\frac{\beta^2-k_d^2}{\beta^2+k_d^2}=\frac{|\epsilon'|-\epsilon_d}{|\epsilon'|+\epsilon_d},
\end{equation}
if the resist responds to $|\mathbf E|^2$ regardless of direction. While loss stays weak, finer fringes, obtained by bringing $|\epsilon'|$ down towards $\epsilon_d$ at fixed $\epsilon_d$ and vacuum wavelength, therefore have lower contrast.

Take silver and resist at a vacuum wavelength of 436 nm (2.84 eV), with the rough values $\epsilon_m=-6+0.3i$ and $\epsilon_d=2.9$. Then
\begin{equation}
\frac{\beta^2}{k_0^2}=\frac{-17.4+0.87i}{-3.1+0.3i}=5.588+0.260i,\qquad
\frac{\beta}{k_0}=2.364+0.055i .
\end{equation}
The plasmon wavelength is $436/2.364=184$ nm and the fringe period is 92 nm. Two ordinary waves in the same resist, of index 1.703, could give no period below 128 nm. Because $2.364>1.703$, a plane wave in the resist cannot excite the plasmon at a flat surface. A weak grating of period $\Lambda$ adds multiples of $2\pi/\Lambda$ to the in-plane wavenumber; at normal incidence its two first orders launch the opposite plasmons if $\Lambda=184$ nm. Light that passes the grating undiffracted must be kept weak. Its $E_x$ is the same all along the plane, while that of the plasmons changes sign from one dark fringe to the next, so the two together in general make neighbouring dark fringes unequal, by an amount that depends on their relative phase and therefore on depth.

The matching condition can be bypassed as a test. The equation $(h'/\epsilon)'+k_0^2h=\beta^2h/\epsilon$ holds across the whole structure, and its solution on a grid, with $h=0$ at distant walls, gives $\beta/k_0=2.36450+0.05500i$, against $2.36448+0.05500i$ from (\ref{eq:spp}). The same calculation without loss finds one bound wave for $\epsilon_m=-6$ and none for $\epsilon_m=-2$, as the existence rule requires.

The field falls by a factor $e$ in 42 nm of resist and in 20 nm of silver. The exposing intensity falls by $e$ in 21 nm of resist, so the pattern is confined to a shallow layer. The propagation length is 631 nm, about seven fringe periods. The weak-loss law gives $\mathrm{Im}\,\beta/k_0=0.0554$, which is 0.7\% above the full value. Dividing the power absorbed per unit length by the net guided power gives $0.1100\,k_0$, equal to $2\,\mathrm{Im}\,\beta$ as energy conservation demands. The fringe contrast is $3.1/8.9=0.35$, so the resist must separate intensities in the ratio $1.35/0.65\approx2.1$. This holds for thick resist; in a thin layer, reflection from the wafer beneath makes the contrast vary with depth.

The second case is silver near 365 nm, with the rough value $\epsilon_m=-2.4+0.25i$ and the same resist permittivity. Now $\epsilon'+\epsilon_d=+0.5$, on the wrong side of the lossless limit. The formula returns $\beta/k_0=0.99+3.40i$. The power falls by $e$ in 9 nm, while $2\pi/\mathrm{Re}\,\beta$ is 369 nm. This solution decays on both sides of the plane, but it cannot carry a fringe pattern along it. Printing at this wavelength is not thereby excluded. A thin silver film can still pass the near field of a mask into the resist, and because its two faces are coupled it can also carry plasmons that the single plane lacks. Those must be sought with the condition for finite layers given below.

A silver mask lit at 436 nm, a mercury line, is a real arrangement for plasmon interference exposure, but its layers are finite. Consider silica, 50 nm of silver, 100 nm of resist and a silicon wafer, with rough permittivities 2.15 for silica and $22+1.5i$ for silicon. Let $\zeta$ be the distance outward from the silver-resist plane on either side, and define $Y=-(dh/d\zeta)/(\epsilon h)$, which is continuous at every interface within a side. Across the silver-resist plane it changes sign, because the outward direction reverses there. A half-space has $Y=y\equiv k/\epsilon$. In silicon, whose index exceeds $\mathrm{Re}\,\beta/k_0$, the wave leaks into the wafer, and $k$ must be the outgoing root, with $\mathrm{Im}\,k<0$. That root also has $\mathrm{Re}\,k>0$ only if the imaginary part of the wafer's permittivity exceeds $\mathrm{Im}\,\beta^2/k_0^2$, about 0.36 here; for a less absorbing substrate the rule $\mathrm{Re}\,k>0$ selects an incoming wave and a wrong $\beta$. In a layer of thickness $t$ whose outer face has $Y=Y_b$, put $h=\cosh k\zeta-(Y_0/y)\sinh k\zeta$. Setting $Y(t)=Y_b$ and solving for the value $Y_0$ at the inner face gives
\begin{equation}
Y_0=y\,\frac{Y_b+y\tanh kt}{y+Y_b\tanh kt} .
\end{equation}
The wave condition is that the $Y_0$ of the two sides sum to zero, which reduces to (\ref{eq:match}) for thick layers. With the finite silver film alone the plasmon wavelength becomes 177 nm; with the whole stack it is 176 nm and $L$ is 476 nm, so a weak grating for this stack needs a period of 176 nm, not 184 nm. The grid calculation for the whole stack agrees, with $\beta/k_0=2.4749+0.0729i$ against $2.4748+0.0729i$.

The film matters more than its thickness suggests. For a thick layer $\tanh kt\approx1-2q$ with $q=e^{-2kt}$, so $Y_0\approx y[1+2q(Y_b-y)/(Y_b+y)]$. Here $q\approx e^{-100/20.4}=0.007$, but in units of $k_0$ the silver has $y\approx-0.57$ and the silica $Y_b\approx0.86$. They have opposite signs and partly cancel in the sum, so the fraction $(Y_b-y)/(Y_b+y)$ is about 5. The correction to $Y_0$ is thus about 7\%, against $2q\approx1.5\%$ without this fraction.

The other neglected effects are sized for the single plane, one at a time. Changing $\epsilon'$ to $-5.5$ or $-6.5$ moves the plasmon wavelength to 177 or 191 nm and $L$ to 465 or 820 nm, so the permittivity of the actual silver film should be measured before a grating is fixed. The loss matters as much for $L$, which varies nearly as $1/\epsilon''$: by (\ref{eq:spp}), $\epsilon''=0.2$ gives 942 nm and $\epsilon''=0.7$ gives 279 nm, about three fringe periods, while the wavelength moves by less than 2 nm. Resist absorption, entered as $\epsilon_d=2.9+0.03i$, leaves the wavelength near 184 nm but cuts $L$ to 442 nm; a more absorbing resist, with $\epsilon_d=2.9+0.1i$, cuts it to 261 nm. Nonlocal response is indicated by the ratio of the electrons' Fermi velocity to the plasmon's phase velocity. With a rough density of $5.9\times10^{28}$ m$^{-3}$ this ratio is 0.011, which suggests a small correction but does not compute one. Roughness, grain structure, the shift caused by a deep grating and the chemistry of the resist are left out. The full values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
vacuum wavelength: 436 nm; photon energy: 2.844 eV
em (silver, rough): -6.00+0.30j; ed (resist, rough): 2.90
k0: 0.014411 1/nm
(beta/k0)^2: 5.5877+0.2601j
beta/k0, formula: 2.36448+0.05500j
beta/k0, finite-volume eigenvalue: 2.36450+0.05500j
refractive index of resist: 1.7029
kd/k0: 1.6413+0.0792j; km/k0: 3.4041-0.0059j
plasmon wavelength: 184.4 nm
fringe period, two plasmons: 92.2 nm
second minimum from fields: 92.1 nm
smallest period, plain waves in resist: 128.0 nm
field 1/e depth in resist: 42.3 nm
intensity 1/e depth in resist: 21.1 nm
field 1/e depth in silver: 20.4 nm
energy propagation length L: 631 nm
2 Im beta/k0, formula: 0.11000; power balance: 0.11000
Im beta/k0, weak-loss law: 0.05541; full: 0.05500
power in silver / power in resist: -0.2322
|Ez/Ex| in resist: 1.439
fringe contrast, law: 0.348; from fields: 0.350
bound TM waves, lossless em=-6: 1; em=-2: 0
largest TE (beta/k0)^2 in the box: 2.6348 (bound needs > 2.9)
zero-reflection angle, resist to em=+6: 55.19 deg
ultraviolet case: 365 nm, em (silver, rough): -2.40+0.25j
ultraviolet beta/k0: 0.9904+3.3966j
ultraviolet 2 pi/Re beta: 369 nm
ultraviolet L: 8.6 nm
stack: silica 2.15 / silver 50 nm / resist 100 nm / silicon 22.0+1.5j
silver film only, beta/k0: 2.45864+0.06649j
silver film only: wavelength 177.3 nm, L 522 nm
full stack, beta/k0: 2.47482+0.07290j; grid: 2.47492+0.07290j
full stack: wavelength 176.2 nm, L 476 nm
Re em = -6.5: wavelength 190.8 nm, L 820 nm
Re em = -5.5: wavelength 176.6 nm, L 465 nm
absorbing resist, ed = 2.90+0.03j: wavelength 184.5 nm, L 442 nm
silver electron density (rough): 5.9e+28 1/m^3
Fermi velocity, free electrons: 1.394e+06 m/s
Fermi velocity / plasmon phase velocity: 0.0110
\end{verbatim}
